# Incremental Fock construction in Hartree–Fock: screening savings, accumulated error and stalling, part 2

Closed-shell Hartree–Fock iterations build the Fock matrix incrementally from density changes; we ask what screening at threshold \(\tau\) saves and what error it leaves. Hartree atomic units are used. The basis has \(n\) real functions, overlap \(S\) and one-electron matrix \(h\). \(G[X]\) is the linear Coulomb-plus-exchange matrix, \(P[F]\) the density from the occupied orbitals of \(F\), \(E[D]\) the exact energy functional, and \(D^*\), \(E^*\) the converged density and energy. With \(\tilde F_k=h+\tilde G_k\) actually built,
\[
D_{k+1}=D_k+\alpha\,(P_k-D_k),\qquad P_k=P[\tilde F_k],\qquad 0<\alpha\le1,
\]
\(\Delta D_k=D_k-D_{k-1}\), \(D_{-1}=0\), \(\delta_k=\max|\Delta D_k|\). Full builds use \(X=D_k\); incremental builds use \(X=\Delta D_k\) and add to \(\tilde G_{k-1}\).

A quartet is skipped if \(wd<\tau\), where \(w=Q_{\mu\nu}Q_{\lambda\sigma}\), \(Q_{\mu\nu}=(\mu\nu|\mu\nu)^{1/2}\), and \(d\) is the largest \(|X|\) element it multiplies. Since the last full build, \(j_0\),
\[
\varepsilon_k\equiv\tilde G_k-G[D_k]=-\sum_{j=j_0}^{k}G^{{\rm skip},j}[X_j].
\]
The running Schwarz bound \(B_k\) on \(|\varepsilon_k|\) obeys \(B_k\le\frac32n^2\tau\,(k-j_0+1)\); \(\eta\) is its tolerance. If \(\delta_k\le Cr^k\), each term obeys
\[
\text{neglected}\le\tau\left[k_w+\frac1{1-r}\right],
\]
\(k_w\) counting the steps with \(wCr^k\ge\tau\).

With \(\chi\) the first-order density response to a Fock change,
\[
\Delta D_{k+1}=(1-\alpha)\Delta D_k+\alpha\,\chi\!\left[G^{{\rm kept},k}[\Delta D_k]\right]+\text{second order}.
\]
For exact builds, a mode with \(\chi G\) eigenvalue \(\lambda\) has \(r=1-\alpha(1-\lambda)\). If nothing is kept, \(\tilde F\) freezes for good. The commutator is \(FPS-SPF\).

For the final \(P\), \(\varepsilon=\tilde G-G[P]\) and \(\delta D=P-D^*\):
\[
E[P]-E^*=-\tfrac12\mathrm{Tr}\,\delta D\,\varepsilon+O(\varepsilon^3).
\]
The energy reported from \(\tilde G\) is \(E_{\rm rep}=E^*+\tfrac12\mathrm{Tr}\,D^*\varepsilon+O(\varepsilon^3)\).

The chain model has \(N=20\) s Gaussians, exponent \(a_0=0.25\) bohr\(^{-2}\), spacing \(a=2.0\) bohr and one-function self-repulsion \(Q_0^2\):
\[
m^2+m'^2\le\rho^2=\frac{2L}{a_0a^2},\qquad L=\ln\frac{Q_0^2\delta}{\tau},
\]
\[
N_{\rm kept}\approx N^2\pi\rho^2-\tfrac83N\rho^3+\tfrac12\rho^4 ,
\]
where \(m,m'\) are pair separations in sites.

## Worked example: linear H\(_{10}\)

The chosen system has alternating distances 0.74 and 1.50 angstrom (1.3984 and 2.8346 bohr), the 6-31G basis (\(n=20\), \(n^4=160000\) ordered quartets), \(\tau=10^{-8}\) hartree and an atomic-density starting guess. All integrals were stored, so that \(\varepsilon_k\) could be computed exactly at each step; the error identity and both bounds held throughout (the running bound with a slack of \(10^{-10}\) hartree), and whenever \(\delta_k<10^{-5}\) the linearized recursion, with \(\chi\) applied to the actual change of the Fock matrix, reproduced \(\Delta D_{k+1}\) to within 2% of the larger of \(\delta_k\) and \(\delta_{k+1}\), plus \(10^{-12}\). The unscreened solution has \(E^*=-5.598062532\) hartree (\(-152.33104\) eV), HOMO energy \(-0.514502\) hartree (\(-14.0003\) eV), \(\max|D^*|=0.2169\) and \(Q_{\max}^2=1.0766\) hartree, so \(\tau/Q_{\max}^2=9.289\times10^{-9}\). These digits serve as the reference within 6-31G and are not converged in the basis: 6-31G**, cc-pVDZ and 6-311G** lower the energy by 0.020, 0.005 and 0.024 hartree and move the HOMO energy by about 0.04 eV (to \(-14.045\), \(-13.965\) and \(-14.039\) eV). A full build at \(D^*\) keeps 76864 quartets (fraction 0.4804), which is the unit of cost; the overhead of the test itself is not counted. Its error is \(1.916\times10^{-7}\) hartree, its bound \(5.556\times10^{-7}\), and the crude bound \(1.5\times400\times10^{-8}=6.0\times10^{-6}\).

### Open loop

To isolate saturation, the densities were generated from exact Fock matrices while \(\tilde G\) was accumulated alongside. For \(\alpha=0.1\) (errors in hartree):

| \(k\) | \(\delta_k\) | kept\(/n^4\) | \(\max\lvert\varepsilon\rvert\) | bound |
|---|---|---|---|---|
| 0 | 3.46e-1 | 0.4672 | 7.37e-8 | 2.34e-7 |
| 1 | 2.03e-2 | 0.4369 | 7.49e-8 | 2.97e-7 |
| 25 | 2.34e-3 | 0.3710 | 1.25e-6 | 7.97e-6 |
| 50 | 3.07e-4 | 0.3081 | 1.57e-6 | 1.19e-5 |
| 100 | 9.61e-6 | 0.2036 | 1.63e-6 | 1.85e-5 |
| 150 | 2.49e-7 | 0.0678 | 1.61e-6 | 2.30e-5 |
| 200 | 6.10e-9 | 0 | 1.61e-6 | 2.80e-5 |

The kept fraction falls roughly linearly in \(k\), as the leading term \(N^2\pi\rho^2\propto L\) of the chain model suggests. The measured rates are \(r=0.6409\) for \(\alpha=0.5\) and \(0.9291\) for \(\alpha=0.1\), implying \(\lambda=1-0.3591/0.5=0.28\) and \(1-0.0709/0.1=0.29\). These are effective values over the fitting window, lying between the two largest eigenvalues of \(\chi G\) among the inversion-symmetric modes, 0.30 and 0.28; the largest eigenvalue overall, 0.38, belongs to an inversion-odd mode that the symmetric starting density does not excite. With envelope constants \(C=0.1581\) and \(0.02181\) (such that \(\delta_k\le Cr^k\) for \(k\ge1\); the first, full build is excluded), emptiness is guaranteed beyond \(\ln(Q_{\max}^2C/\tau)/\ln(1/r)=16.65/0.4449=37.4\) and \(14.67/0.0735\approx200\); it occurred at \(k=36\) and 183. The mean cost per step up to then was 0.507 and 0.448 full builds.

The error saturates at \(1.961\times10^{-7}\) hartree for \(\alpha=0.5\), close to the \(1.916\times10^{-7}\) of one full build at \(D^*\) (a coincidence of this example, since the sum starts from the \(7.37\times10^{-8}\) of the first build at the starting density), and at \(1.614\times10^{-6}\) for \(\alpha=0.1\). The ratio 8.23 exceeds \(14.10/2.79=5.1\): \(1/(1-r)\) sets a scale, not a value. The largest per-term neglects, measured as the sum of the Schwarz estimates \(w|\Delta D_{\lambda\sigma}|\) over the skipped steps with \(k\ge1\), are \(4.52\tau\) and \(23.68\tau\); in units of \(\tau\) they exceed \(1/(1-r)\), which shows that the \(k_w\) term is needed. In the table the largest element of the actual error is close to its final value by \(k=50\), although individual elements still change by more than half that value; the bound keeps rising, to \(2.887\times10^{-5}\), about 18 times the error; the bound ignores signs and the slack in the Schwarz inequality.

### Closed loop without rebuilds

Here \(\varepsilon=\tilde G-G[P]\) at the last step. Neither run froze and neither converged. In this regime differences at the rounding level grow until they change which quartets are kept, so the figures below are those of one run. Changing the starting density by \(10^{-14}\) moves the stall levels for \(\alpha=0.5\) and \(0.1\) by a few percent, and the errors at \(\alpha=0.5\) by up to about ten percent. At \(\alpha=0.1\) it can send the run onto a different branch, with a final Fock error about 1.7 times larger and an energy error of the opposite sign. For \(\alpha=0.5\), over the last 50 of 200 steps the median \(\delta_k\) was \(82.54\,\tau\), the mean gain 0.997 and the kept fraction 0.1203; for \(\alpha=0.1\) (300 steps) they were \(80.40\,\tau\), 0.999 and 0.1183. For \(\alpha=0.5\), \(\max|\varepsilon_k|\) was \(0.52\), \(1.92\), \(3.47\), \(4.72\times10^{-6}\) hartree at \(k=50,100,150,199\), a growth of about \(3\tau\) per step. For \(\alpha=0.1\) it followed the open-loop plateau, \(1.64\times10^{-6}\) at \(k=150\), then rose to \(3.94\times10^{-6}\) at \(k=299\) (about \(6.7\times10^{-6}\) on the other branch).

These data point to a drift. A steady state \(\Delta D_{k+1}=\Delta D_k\) requires \(\chi G^{\rm kept}[\Delta D]=\Delta D\), a condition free of \(\alpha\), which is consistent with the similar stall levels (\(82.54\,\tau\) and \(80.40\,\tau\)) and the roughly steady growth at \(\alpha=0.5\). The mask keeps changing from step to step, so the steady state holds only on average and the level need not be strictly independent of \(\alpha\): at \(\alpha=0.8\), two runs differing only at the rounding level gave \(87\,\tau\) and \(97\,\tau\). An oscillation would need \(1-\alpha+\alpha\lambda=-1\), which depends on \(\alpha\), and its neglected terms would alternate and cancel. This is an inference from the numbers, not a proof.

After 200 steps at \(\alpha=0.5\) the apparent commutator, from \(\tilde F\) and the current \(D\), was \(4.3\times10^{-8}\) hartree, while the true one, from the exact Fock matrix at \(P\), was \(4.17\times10^{-6}\). The reported energy, formed from \(P\) and \(\tilde G\), was off by \(+3.6434\times10^{-6}\) hartree (\(9.914\times10^{-5}\) eV), equal to \(\frac12\mathrm{Tr}D^*\varepsilon\) in all five digits, and the HOMO by \(2.89\times10^{-5}\) eV. At \(\alpha=0.1\) the error in this run was \(-4.2321\times10^{-6}\) hartree (\(-1.152\times10^{-4}\) eV), below \(E^*\). On the other branch it is about \(+2.1\times10^{-6}\) hartree, so here the sign is decided by rounding and not by \(\alpha\).

Freezing appears when the run starts inside its region. With an exact first build (cost \(160000/76864=2.1\)) and a start so close that \(\delta_1=0.9\times9.289\times10^{-9}=8.36\times10^{-9}\), nothing was kept from \(k=1\), \(\delta\) halved each step, and the run stopped after 15 steps with apparent commutator \(2.2\times10^{-13}\), true commutator \(2.44\times10^{-9}\) and energy error \(1.8589\times10^{-8}\) hartree (\(5.058\times10^{-7}\) eV).

### Rebuilds at \(\alpha=0.5\)

Rebuilding every 10 steps ended 200 steps with \(\max|\varepsilon|=2.088\times10^{-7}\) hartree at a cost of 74.2. Rebuilding when the bound exceeded \(\eta=5.556\times10^{-6}\) (ten times the full-build bound) took 12 rebuilds, cost 70.3 and ended at \(1.929\times10^{-7}\). Both rules stop the accumulation, but neither run converged in 200 steps: the last \(\delta\) were \(7.28\times10^{-7}\) and \(1.03\times10^{-6}\), of the same size as the stall without rebuilds. Whether the incremental steps or the jump in \(\tilde F\) at each rebuild sustains this level was not tested.

Switching permanently to full builds once \(\delta_k<10^{-6}\) reached \(\delta=10^{-12}\) in 58 steps, 30 of them rebuilds, at a total cost of 47.7, so the first 28 steps cost about 18. Fifty-eight full builds would cost about 58, so the net saving in this small system is under a fifth. The final error was the floor, \(1.916\times10^{-7}\) hartree, with \(E_{\rm rep}-E^*=3.2123\times10^{-8}\) hartree (\(8.741\times10^{-7}\) eV) and a true commutator of \(1.07\times10^{-7}\) that further iterations at this \(\tau\) do not reduce. The switch at \(100\tau\) lies just above the stall at about \(80\tau\); set well below it, it might never be triggered. In practice a \(\delta_k\) that stops decreasing should itself force the switch.

### Orders of the energy error

The saturated \(\varepsilon\) of the open \(\alpha=0.1\) run was magnified until \(S^{-1/2}\varepsilon S^{-1/2}\) had spectral norm \(10^{-3}\) hartree, and the SCF for \(h+\varepsilon\) was solved without screening. The result was \(E[P]-E^*=9.6018\times10^{-10}\) hartree against \(-\frac12\mathrm{Tr}\,\delta D\,\varepsilon=9.6007\times10^{-10}\). Doubling \(\varepsilon\) gave \(3.8424\times10^{-9}\), a factor 4.002, while \(\frac12\mathrm{Tr}D^*\varepsilon\) doubled from \(-1.9159\times10^{-5}\) to \(-3.8319\times10^{-5}\) hartree. At this size the first-order term exceeds the second-order one by \(1.9159\times10^{-5}/9.6018\times10^{-10}\approx2\times10^4\), a ratio that depends on the direction of \(\varepsilon\) as well as its size: for the stalled \(\alpha=0.5\) run it is about \(10^3\), with \(E[P]-E^*\approx3\times10^{-9}\) hartree. In both cases a single accurate evaluation of \(G[P]\) at the end repairs nearly all of the energy error even though \(P\) came from a contaminated Fock matrix; the density itself stays wrong at first order in \(\varepsilon\).

## Calculated quantities

```
1 hartree = 27.211386 eV, 1 bohr = 0.529177 angstrom, tau = 1e-08 hartree
model: a0=0.25 bohr^-2, a=2.0 bohr=1.0584 angstrom, N=20, Q0^2=0.5642 hartree
 delta=1e+00 L=17.848 rho^2=35.697 kept=33280 continuum=34120
 delta=1e-02 L=13.243 rho^2=26.486 kept=28056 continuum=26364
 delta=1e-04 L=8.638 rho^2=17.276 kept=18940 continuum=18029
 delta=1e-06 L=4.033 rho^2=8.066 kept=8836 continuum=8946
d=3, rho^2=400: lattice count / (pi^3 rho^6/6) = 1.0050
one mode wC=0.03 hartree r=0.5: k_w=22, neglected/tau=1.431, 1/(1-r)=2.0
one mode wC=0.03 hartree r=0.9: k_w=142, neglected/tau=9.540, 1/(1-r)=10.0
H10: d1=0.74, d2=1.5 angstrom (1.3984, 2.8346 bohr), n=20, n^4=160000
E* = -5.598062532 hartree = -152.33104 eV; HOMO = -0.514502 hartree = -14.0003 eV
Qmax^2 = 1.0766 hartree, max|D*| = 0.2169, 1.5 n^2 tau = 6.0e-06 hartree
full build at D*: kept=76864 (0.4804), max|eps|=1.916e-07, bound=5.556e-07 hartree
eta = 10 x full-build bound = 5.556e-06 hartree; tau/Qmax^2 = 9.289e-09
[open loop alpha=0.5] r=0.6409, 1/(1-r)=2.79, C=1.581e-01, kept=0 from k=36, mean cost=0.507 full
  saturated max|eps|=1.961e-07, bound=5.292e-06 hartree, max per-term neglect=4.52 tau
[open loop alpha=0.1] r=0.9291, 1/(1-r)=14.10, C=2.181e-02, kept=0 from k=183, mean cost=0.448 full
  saturated max|eps|=1.614e-06, bound=2.887e-05 hartree, max per-term neglect=23.68 tau
saturated eps ratio alpha 0.1/0.5 = 8.23
open loop alpha=0.1: k, delta_k, kept/n^4, max|eps|, bound (hartree)
    0 3.463e-01 0.4672 7.369e-08 2.340e-07
    1 2.026e-02 0.4369 7.488e-08 2.967e-07
   25 2.336e-03 0.3710 1.251e-06 7.972e-06
   50 3.072e-04 0.3081 1.574e-06 1.194e-05
  100 9.609e-06 0.2036 1.634e-06 1.850e-05
  150 2.494e-07 0.0678 1.611e-06 2.296e-05
  200 6.099e-09 0.0000 1.614e-06 2.801e-05
[closed alpha=0.5] steps=200, rebuilds=0, cost=59.0 full, last delta=7.54e-07
  max|eps|=4.719e-06, bound=7.203e-05, comm app=4.3e-08, true=4.17e-06 hartree
  E_rep-E*=3.6434e-06 hartree=9.914e-05 eV, Tr(D*eps)/2=3.6434e-06 hartree, dHOMO=2.89e-05 eV
  not frozen; last 50 steps: median delta=82.54 tau, mean gain=0.997, kept/n^4=0.1203
  max|eps| (hartree) at k: 25: 2.02e-07, 50: 5.23e-07, 100: 1.92e-06, 150: 3.47e-06, 199: 4.72e-06
[closed alpha=0.1] steps=300, rebuilds=0, cost=115.9 full, last delta=7.87e-07
  max|eps|=3.927e-06, bound=8.790e-05, comm app=3.5e-07, true=5.76e-06 hartree
  E_rep-E*=-4.2321e-06 hartree=-1.152e-04 eV, Tr(D*eps)/2=-4.2321e-06 hartree, dHOMO=3.39e-05 eV
  not frozen; last 50 steps: median delta=80.40 tau, mean gain=0.999, kept/n^4=0.1183
  max|eps| (hartree) at k: 25: 1.25e-06, 50: 1.57e-06, 100: 1.64e-06, 150: 1.64e-06, 199: 1.70e-06, 299: 3.94e-06
[seeded alpha=0.5, delta_1=8.36e-09, frozen k=1] steps=15, rebuilds=0, cost=2.1 full, last delta=1.02e-12
  max|eps|=5.079e-09, bound=6.479e-07, comm app=2.2e-13, true=2.44e-09 hartree
  E_rep-E*=1.8589e-08 hartree=5.058e-07 eV, Tr(D*eps)/2=1.8589e-08 hartree, dHOMO=2.33e-07 eV
[rebuild every 10] steps=200, rebuilds=19, cost=74.2 full, last delta=7.28e-07
  max|eps|=2.088e-07, bound=3.553e-06, comm app=3.8e-08, true=2.14e-07 hartree
  E_rep-E*=-1.7972e-07 hartree=-4.890e-06 eV, Tr(D*eps)/2=-1.7972e-07 hartree, dHOMO=-4.24e-07 eV
[rebuild at bound>eta] steps=200, rebuilds=12, cost=70.3 full, last delta=1.03e-06
  max|eps|=1.929e-07, bound=9.955e-07, comm app=4.3e-08, true=1.21e-07 hartree
  E_rep-E*=1.0950e-07 hartree=2.980e-06 eV, Tr(D*eps)/2=1.0950e-07 hartree, dHOMO=7.45e-07 eV
[full builds once delta<1e-6] steps=58, rebuilds=30, cost=47.7 full, last delta=1.00e-12
  max|eps|=1.916e-07, bound=5.556e-07, comm app=3.5e-13, true=1.07e-07 hartree
  E_rep-E*=3.2123e-08 hartree=8.741e-07 eV, Tr(D*eps)/2=3.2123e-08 hartree, dHOMO=3.58e-07 eV
|eps|=1e-03: E[P]-E*=9.6018e-10, -Tr(dD eps)/2=9.6007e-10, Tr(D*eps)/2=-1.9159e-05 hartree
|eps|=2e-03: E[P]-E*=3.8424e-09, -Tr(dD eps)/2=3.8416e-09, Tr(D*eps)/2=-3.8319e-05 hartree
doubling eps multiplies E[P]-E* by 4.002
```
